# Why the Non-Interacting Response Is Subtracted in Linear-Response U

**Q.** The linear-response method of Cococcioni and de Gironcoli obtains the Hubbard $U$ of a site from the curvature of the energy in the site's occupation. It then subtracts a second curvature, that of a system without interactions. I doubt that there is anything to subtract. If electrons do not interact, moving charge onto a site should cost the level energy times the charge, which is a straight line.

**A.** That is right for an isolated level. To see what happens in a hybridized system, we need a definition of "energy at given occupation".

Let $H_0$ be a one-body Hamiltonian for $N$ electrons in closed shells, in a finite orthonormal basis of real orbitals, with a gap between the highest filled and the lowest empty level. For a chosen set of orbitals $I$, let $n_I$ be the number operator summed over both spins, and $q_I=\langle n_I\rangle$. Define

$$E_0(q)=\min_{\langle n_I\rangle=q_I}\langle H_0\rangle ,$$

where the minimum runs over normalized $N$-electron states. Everything that is not constrained is free to relax. Energies are in rydberg.

**Q.** Take the smallest case, then. One site, one ligand, two electrons. Where would a curve come from?

**A.** Put the ligand level at zero, the site level at $\Delta$, and let the matrix element between them be $-t$ with $t>0$. Both electrons occupy one orbital. If the site holds $q$ electrons in total, its weight in that orbital is $q/2$, so the amplitudes are $\sqrt{q/2}$ on the site and $\sqrt{1-q/2}$ on the ligand. Equal signs give the lower energy. Counting two electrons, and two equal cross terms for each,

$$E_0(q)=2\left[\Delta\frac q2-2t\sqrt{\frac q2}\sqrt{1-\frac q2}\,\right]=\Delta q-2t\sqrt{q(2-q)} .$$

The level term is the straight line you expected. The bond term is not straight, because the bond energy depends on how the orbital is shared. With $s=q(2-q)$, the first derivative of $\sqrt s$ is $(1-q)/\sqrt s$, and the second is

$$\frac{d^2\sqrt s}{dq^2}=-\frac{1}{\sqrt s}-\frac{(1-q)^2}{s^{3/2}}=-\frac{s+(1-q)^2}{s^{3/2}}=-\frac1{s^{3/2}},$$

since $s+(1-q)^2=1$. Hence

$$\frac{d^2E_0}{dq^2}=\frac{2t}{[q(2-q)]^{3/2}}>0 .$$

**Q.** You assumed that both electrons share one orbital. Could a more complicated two-electron state with the same $q$ lie lower?

**A.** No, and the reason holds for any $H_0$. Add a potential $\alpha_I$ on each chosen orbital,

$$H(\alpha)=H_0+\sum_I\alpha_I n_I ,$$

and let $E(\alpha)$ be its ground-state energy. Any normalized state with occupations $q$, determinant or not, satisfies

$$\langle H_0\rangle=\langle H(\alpha)\rangle-\sum_I\alpha_Iq_I\;\ge\;E(\alpha)-\sum_I\alpha_Iq_I .$$

The ground state of $H(\alpha)$ reaches equality. If $\alpha$ is chosen so that this ground state has the occupations $q$, it is therefore the constrained minimum:

$$E_0(q)=E(\alpha(q))-\sum_I\alpha_I(q)\,q_I .$$

As $H(\alpha)$ is a one-body operator, its ground state is a single determinant as long as its shells stay closed. The gap was assumed for $H_0$. It survives for small $\alpha$, and in the bond for every $\alpha$. In other systems a large $\alpha$ can close it, for instance when a level with no amplitude on the site is crossed, and $q$ then jumps. The derivatives below are taken where the gap is open. In the bond, every $q$ between 0 and 2 is reached by some $\alpha$, so the one-orbital state is the minimum.

**Q.** I see a Legendre transform. How does the response enter?

**A.** Through two derivatives. First, the change of the normalized ground state $\Psi$ does not contribute to $\partial E/\partial\alpha_I$, because it enters as $E\,\partial\langle\Psi|\Psi\rangle/\partial\alpha_I=0$. What remains is the explicit dependence:

$$\frac{\partial E}{\partial\alpha_I}=\langle\Psi|n_I|\Psi\rangle=q_I .$$

Now differentiate $E_0(q)$ with the chain rule:

$$\frac{\partial E_0}{\partial q_I}=\sum_J q_J\frac{\partial\alpha_J}{\partial q_I}-\alpha_I-\sum_J q_J\frac{\partial\alpha_J}{\partial q_I}=-\alpha_I .$$

The sign makes sense: raising the occupation above its natural value takes an attractive potential, $\alpha_I<0$, and the energy $E_0$ then rises with $q_I$. Define the response $\chi^0_{IJ}=\partial q_I/\partial\alpha_J$. The matrix $\partial\alpha_I/\partial q_J$ is its inverse, so a second derivative gives

$$\frac{\partial^2E_0}{\partial q_I\,\partial q_J}=-\frac{\partial\alpha_I}{\partial q_J}=-\left(\chi_0^{-1}\right)_{IJ} .$$

For one constrained site this is $-1/\chi_0$. No interaction has been used.

**Q.** Does that agree with your bond?

**A.** Let us compute the response separately. The ground state has $dE_0/dq=0$, that is, $(1-q)/\sqrt{q(2-q)}=\Delta/2t$. Squaring, with $q(2-q)=1-(1-q)^2$, gives

$$q=1-\frac{\Delta}{R},\qquad R=\sqrt{\Delta^2+4t^2} .$$

A potential on the site just shifts $\Delta$, so

$$\chi_0=\frac{dq}{d\Delta}=-\frac1R+\frac{\Delta^2}{R^3}=-\frac{4t^2}{R^3} .$$

On the other side, $q(2-q)=1-\Delta^2/R^2=4t^2/R^2$. The curvature found from the energy is then $2t\,R^3/(8t^3)=R^3/(4t^2)$, which equals $-1/\chi_0$.

For $\Delta=0.20$ Ry and $t=0.10$ Ry, $R^2=0.08$ Ry² and $q=0.293$. The response is $\chi_0=-1.768$ electrons/Ry, and the curvature is $1/1.768=0.566$ Ry, or 7.70 eV. The size of this number is set by the chosen $\Delta$ and $t$, and there is no interaction here.

**Q.** The inverse worries me. Who guarantees that $\chi_0$ has one, and that it has the right sign?

**A.** First-order perturbation theory answers both. Let $c_{Ii}$ be the amplitude of eigenorbital $i$ on site orbital $I$, with energy $e_i$. Then $q_I=2\sum_i c_{Ii}^2$ over filled orbitals, and

$$\delta q_I=4\sum_{i\,\rm filled}c_{Ii}\,\delta c_{Ii},\qquad \delta c_{Ii}=\sum_{k\neq i}c_{Ik}\frac{\sum_J c_{Jk}c_{Ji}\,\delta\alpha_J}{e_i-e_k} .$$

One factor 2 is spin and the other comes from differentiating a square. When $k$ is also filled, the pair $(i,k)$ appears twice with the same numerator and opposite denominators, and cancels. (If filled levels are degenerate, choose them to diagonalize the perturbation among themselves; the density does not depend on that choice.) Only empty orbitals $a$ remain:

$$\chi^0_{IJ}=4\sum_{i\,\rm filled}\;\sum_{a\,\rm empty}\frac{c_{Ii}c_{Ia}c_{Ji}c_{Ja}}{e_i-e_a} .$$

For any real vector $x$,

$$\sum_{IJ}x_I\chi^0_{IJ}x_J=-4\sum_{ia}\frac{\left(\sum_I x_Ic_{Ii}c_{Ia}\right)^2}{e_a-e_i}\le0 .$$

So $\chi_0$ is negative semidefinite: no eigenvalue and no diagonal element is positive, although off-diagonal elements can be. It is invertible when every nonzero combination $\sum_I x_In_I$ connects at least one filled orbital to an empty one. The Hessian of $E_0$ is then positive definite.

The condition fails in two instructive cases. A site with no hybridization has eigenorbitals that lie wholly on it or wholly off it, so $c_{Ii}c_{Ia}=0$ and its response vanishes. And if the chosen orbitals span the whole basis, orthogonality gives $\sum_J c_{Ji}c_{Ja}=0$: a uniform potential moves no charge, every row of $\chi_0$ sums to zero, and the inverse does not exist. This is the fixed electron number showing up. One must then restrict the variations to those that conserve charge, or leave some orbitals off the list.

**Q.** With several sites, is the curvature of site $I$ equal to $-1/\chi^0_{II}$ or to $-(\chi_0^{-1})_{II}$?

**A.** They answer different questions. If only $q_I$ is constrained, only $\alpha_I$ is needed, and the curvature is $-1/\chi^0_{II}$. If the other listed occupations are held fixed as well, it is $-(\chi_0^{-1})_{II}$. The second cannot be smaller, since extra constraints cannot lower a minimum and both energies agree at the ground state.

Consider a cluster with sites A and B at $-0.10$ and $-0.05$ Ry, and three ligands $p_1,p_2,p_3$ at $-0.30$, $-0.25$ and $-0.20$ Ry. The hoppings, entering as $-t$, are 0.10 (A–$p_1$), 0.08 (A–$p_2$), 0.09 (B–$p_2$), 0.07 (B–$p_3$) and 0.03 Ry ($p_1$–$p_2$ and $p_2$–$p_3$). Six electrons fill three orbitals below a gap of 0.142 Ry, and A holds $q_A=0.375$ electrons. The response elements are $\chi^0_{AA}=-2.066$, $\chi^0_{AB}=-0.020$ and $\chi^0_{BB}=-1.864$ electrons/Ry. With A alone constrained,

$$-\frac1{\chi^0_{AA}}=\frac1{2.06604}=0.48402\ \text{Ry}=6.585\ \text{eV} .$$

With B held too, the value is 0.48407 Ry. The difference is tiny here because $\chi^0_{AB}$ is small; inverting the two-by-two matrix multiplies the first value by $1/[1-(\chi^0_{AB})^2/(\chi^0_{AA}\chi^0_{BB})]$. The numerical check also obtains these curvatures by minimizing $\langle H_0\rangle$ directly over determinants at fixed occupations, without any potential $\alpha$, and they agree.

**Q.** You call this rehybridization. In the bond I can see it. In the cluster, is all the curvature in the bonds of site A?

**A.** Not quite. Split the Hamiltonian as

$$H_0=\varepsilon_An_A+H_{\rm hyb}+H_{\rm rest},$$

where $H_{\rm hyb}$ holds the hopping terms of A and $H_{\rm rest}$ everything that does not involve A. Along the constrained minima the first term is $\varepsilon_Aq_A$, which has no second derivative. The curvature comes from the other two. In the cluster, $\langle H_{\rm hyb}\rangle$ contributes $0.631$ Ry and $\langle H_{\rm rest}\rangle$ contributes $-0.147$ Ry, with sum $0.484$ Ry. So "rehybridization" has to mean the readjustment of all orbitals, including those in the rest of the system. In the two-orbital bond the rest is a single level and its energy is linear in $q$, which is why only the bond term appeared there.

**Q.** If hybridization is the cause, switching it off should remove the curvature. But your bond formula $R^3/(4t^2)$ diverges as $t\to0$!

**A.** It depends on what is held fixed. At fixed $q=0.293$, the curvature $2t/[q(2-q)]^{3/2}$ is proportional to $t$. At fixed $\Delta\neq0$ it tends to $|\Delta|^3/(4t^2)$:

| $t$ (Ry) | fixed $q$ (Ry) | fixed $\Delta$ (Ry) |
|---|---|---|
| 0.10 | 0.566 | 0.566 |
| 0.05 | 0.283 | 1.118 |
| 0.01 | 0.057 | 20.3 |

At $t=0$ the energy is the line $\Delta q$ for $0\le q\le2$. Its curvature is zero inside the interval, in accord with the middle column. At fixed $\Delta>0$, however, the ground state moves toward the end $q=0$ as $t$ falls. Near that end the bond term bends ever more sharply, and at $t=0$ there is no second derivative left to take. There $\chi_0=0$, and the formula does not apply.

**Q.** Does the first limit survive in a larger system?

**A.** Yes, in a finite cluster with well separated levels. Multiply all hoppings of A by $\lambda$ and keep $q_A$ fixed at a fractional value. At $\lambda=0$ the rest fills its levels from below. With six electrons, its third level $h$ holds $2-q_A$ electrons, and the lower two stay full. Raising $q_A$ takes charge from $h$, so the energy is linear in $q_A$ with slope $\varepsilon_A-\varepsilon_h$ for $0\le q_A\le2$.

For small $\lambda$, a fractional $q_A$ requires a potential that brings A close to resonance with $h$. Suppose $h$ is not degenerate, and let $V_h\neq0$ be its coupling to A. Mixing with the other levels, which are a finite distance away, changes the energy only at order $\lambda^2$. To first order in $\lambda$, A and $h$ form a two-orbital bond with hopping $\lambda|V_h|$, so

$$\frac{d^2E_0}{dq_A^2}\simeq\frac{2\lambda|V_h|}{[q_A(2-q_A)]^{3/2}} .$$

In the cluster $|V_h|=0.0292$ Ry and $q_A(2-q_A)=0.375\times1.625=0.609$, which gives $0.123\,\lambda$ Ry. At $\lambda=0.01$ both this law and the full calculation give 0.0012 Ry. At $\lambda=0.1$ the full value is 0.0129 Ry against 0.0123 Ry. At $\lambda=1$ it is 0.484 Ry, about four times the law, so the leading order is of no use at full coupling. The curvature still vanishes with the hybridization. The linear law needs $\lambda|V_h|$ small compared with the spacing of the levels of the rest. When those levels form a partly filled band, as in a metal, A couples to many of them at once, and the curvature follows the width of the broadened level, roughly as $\lambda^2$.

**Q.** I have another objection. The exact energy is piecewise linear in electron number. Should a good correction not remove every curvature, whatever its origin?

**A.** That linearity concerns the total electron number of a whole system, with fractional numbers described by mixtures of states with integer numbers. Here the total number is fixed and $q$ is the occupation of one orbital inside the system. The function $E_0(q)$ is the exact constrained energy for $H_0$, with no approximate functional in it, and it is curved. Removing that curvature would damage a correct description of the bonds.

**Q.** Then show me that the subtraction leaves the interaction and nothing else.

**A.** Let the interaction be described in mean field by an energy $W(q)$ that depends on the listed occupations. The energy at fixed $q$ is $E_0(q)+W(q)$. With an external potential $\alpha$, the self-consistent state makes $E_0+W+\sum_I\alpha_Iq_I$ stationary:

$$\frac{\partial E_0}{\partial q_I}+\frac{\partial W}{\partial q_I}+\alpha_I=0 .$$

Let $\chi_{IJ}=dq_I/d\alpha_J$ be the self-consistent response and $W''$ the matrix of second derivatives of $W$. Differentiating with respect to $\alpha_J$ gives

$$\sum_K\left[-\chi_0^{-1}+W''\right]_{IK}\chi_{KJ}+\delta_{IJ}=0 .$$

Multiplying by $\chi^{-1}$ from the right,

$$-\chi^{-1}=-\chi_0^{-1}+W'' ,\qquad W''=\chi_0^{-1}-\chi^{-1} .$$

The left equation says that the total curvature is the non-interacting curvature plus the interaction. The right one is the Cococcioni–de Gironcoli expression; its diagonal element is what the method calls the $U$ of the site. It is the second derivative of $W$ in the spin-summed occupation, so its value depends on the form of $W$: for $W=\tfrac12Uq^2$ it is $U$, while a Hubbard term $Un_\uparrow n_\downarrow$ treated in closed-shell mean field has $W=Uq^2/4$ and returns $U/2$.

**Q.** Which non-interacting system is $\chi_0$ taken from? Removing the interaction altogether would change the occupations.

**A.** The electrons move in the potential $v_I=\alpha_I+\partial W/\partial q_I$. Stationarity reads $\partial E_0/\partial q_I=-v_I$, so $\chi_0$ is the derivative of $q$ with respect to the whole potential $v$, taken at the self-consistent occupations. In a calculation one keeps the interaction potential frozen at its unperturbed value, adds $\alpha$, and reads the occupations after one diagonalization. Letting the potential follow the charge until self-consistency gives $\chi$.

In the cluster, put $W=\tfrac12U(q_A-q_A^{0})^2$ on site A, with $U=0.30$ Ry and $q_A^0$ the occupation already found. This choice makes the interaction potential vanish in the unperturbed state, so the earlier $\chi_0$ applies. The self-consistent response is $\chi_{AA}=-1.27548$ electrons/Ry, smaller in size than $\chi^0_{AA}$ because the repulsion opposes the change of charge. Then

$$U=\frac1{\chi^0_{AA}}-\frac1{\chi_{AA}}=-0.48402+0.78402=0.30000\ \text{Ry} .$$

In electronvolts, the total curvature is 10.667, of which 6.585 is non-interacting and 4.082 is the interaction. Without the subtraction, $U$ would come out at 2.6 times its true value. With $W=0$ one has $\chi=\chi_0$, and the unsubtracted curvature would assign 6.585 eV of repulsion to electrons that do not repel.

**Q.** In a real density functional, the interaction does not depend on a few listed occupations alone. What does the formula return then?

**A.** An effective interaction, which includes the response of what was left off the list. The cluster shows this. Give A and B the interactions $U_A=0.30$, $U_B=0.25$ and $V_{AB}=0.05$ Ry. With A and B listed, the matrix formula returns these three values. Now let each ligand also have the energy $\tfrac12U_p(q_p-q_p^0)^2$ with $U_p=0.20$ Ry, and keep only A and B on the list. The recovered element for A becomes 0.373 Ry.

The rise can be bounded. First, the recovered matrix is still a difference of curvatures. Let $E_{\rm tot}(q)$ be the minimum of $\langle H_0\rangle+W$ at fixed listed occupations, with the ligand occupations free to relax. The self-consistent state makes $E_{\rm tot}+\sum_I\alpha_Iq_I$ stationary, so $\partial E_{\rm tot}/\partial q_I=-\alpha_I$ and the Hessian of $E_{\rm tot}$ is $-\chi^{-1}$. Hence $\chi_0^{-1}-\chi^{-1}$ is the Hessian of $E_{\rm tot}$ minus that of $E_0$. Change $q_A$ by $\delta$ with $q_B$ fixed. The three ligands must together change by $-\delta$, and the sum of their squared changes is at least $\delta^2/3$, the value for equal sharing. The added energy is thus at least $\tfrac12U_p\delta^2/3$ for every way of sharing the charge, and hence for the best one. The curvature therefore rises by at least $U_p/3=0.067$ Ry; the calculated rise is 0.073 Ry.

Other couplings can act the other way. A repulsion $V$ between A and every ligand adds $V\delta\cdot(-\delta)$, which lowers the same curvature by $2V$. The subtraction still removes the non-interacting curvature in all these cases. The remainder is the bare interaction when $W$ depends on the listed occupations alone. Otherwise it is in general an effective one, and a longer list need not bring it closer to the bare value. With the interacting ligands above, list A, B, $p_1$ and $p_2$: then $p_3$ alone must take the change $-\delta$, and the element for A is $U_A+U_p=0.50$ Ry. An interaction that also depends on the density between orbitals, as a real functional does, lies outside this derivation. Its frozen potential changes the hoppings, so $\chi_0$ belongs to the mean-field Hamiltonian and not to $H_0$. In the bond, an exchange energy $-\tfrac12VD^2$ in the off-diagonal density $D$, with $D^2=q(2-q)$, adds $V$ to the total curvature. The frozen potential raises $t$ by $V|D|/2$ and the subtracted curvature by $V/[q(2-q)]$, so the formula returns $V\{1-1/[q(2-q)]\}\le0$.

## Computed results

```
Bond: Delta = 0.20 Ry, t = 0.10 Ry, q = 0.29289 electrons
Bond: chi0 = -1.76777 electrons/Ry
Bond: curvature by constrained minimization = 0.56568 Ry
Bond: -1/chi0 = 0.56569 Ry = 7.697 eV
Bond t = 0.10 Ry: curvature at fixed q 0.56569 Ry, at fixed Delta 0.56569 Ry
Bond t = 0.05 Ry: curvature at fixed q 0.28284 Ry, at fixed Delta 1.11803 Ry
Bond t = 0.01 Ry: curvature at fixed q 0.05657 Ry, at fixed Delta 20.30075 Ry
Cluster levels (Ry): A -0.10, B -0.05, p1 -0.30, p2 -0.25, p3 -0.20
Cluster hoppings t (Ry), matrix elements -t: A-p1 0.10, A-p2 0.08, B-p2 0.09, B-p3 0.07, p1-p2 0.03, p2-p3 0.03
Cluster electrons = 6, gap = 0.14183 Ry
Cluster occupations (electrons): A 0.37508, B 0.32395, p1 1.79127, p2 1.69583, p3 1.81387
chi0 (electrons/Ry): AA -2.06604, AB -0.02037, BB -1.86404
Only A constrained: minimized curvature 0.48402 Ry
Only A constrained: -1/chi0_AA = 0.48402 Ry = 6.585 eV
A and B constrained, minimized Hessian (Ry): AA 0.48407, AB -0.00529, BB 0.53652
A and B constrained, -(chi0^-1) (Ry): AA 0.48407, AB -0.00529, BB 0.53653
At q_A = 0.47508: dE0/dq_A = 0.04121 Ry, alpha_A = -0.04122 Ry
Curvature parts: hybridization of A 0.63095 Ry, rest of cluster -0.14693 Ry
Coupling of A to the exchanging level of the rest = 0.02919 Ry
A couplings times 1.00, same q_A: curvature 0.48402 Ry, weak-coupling law 0.12270 Ry
A couplings times 0.50, same q_A: curvature 0.14027 Ry, weak-coupling law 0.06135 Ry
A couplings times 0.10, same q_A: curvature 0.01287 Ry, weak-coupling law 0.01227 Ry
A couplings times 0.01, same q_A: curvature 0.00123 Ry, weak-coupling law 0.00123 Ry
Interaction on A only, input U = 0.30 Ry = 4.082 eV
Self-consistent chi_AA = -1.27548 electrons/Ry
Total curvature -1/chi_AA = 0.78402 Ry = 10.667 eV
Recovered U = 1/chi0 - 1/chi = 0.30000 Ry = 4.082 eV
Two-site input (Ry): AA 0.30, AB 0.05, BB 0.25
Two-site recovered (Ry): AA 0.30000, AB 0.05000, BB 0.25000
Ligand interaction U_p = 0.20 Ry, lower bound on rise U_p/3 = 0.06667 Ry
Recovered with interacting ligands (Ry): AA 0.37296, AB 0.10507, BB 0.34311
```
